# Spin-orbit coupled t2g levels in a tetragonal field: the xy weight

## Problem

An electron occupies the three \(t_{2g}\) orbitals \(yz\), \(xz\), \(xy\) of a d shell, each with two spin directions. Its Hamiltonian is

\[
H=\zeta\,\mathbf L\cdot\mathbf S+\Delta\,P_{xy},\qquad \zeta>0 .
\]

Here \(\mathbf L\) is the orbital angular momentum in units of \(\hbar\), with the parts that lead out of \(t_{2g}\) dropped, and \(P_{xy}\) projects on the \(xy\) orbital with either spin. The tetragonal axis is \(z\), and \(\Delta\) is the energy of \(xy\) above the degenerate pair \(xz\), \(yz\). It may have either sign.

(a) Find the levels at \(\Delta=0\) and label them by an effective angular momentum \(j\).

(b) Find the three Kramers doublets for any \(\Delta\), and their order in energy.

(c) The doublet that grows continuously out of \(j=1/2\) keeps the name "effective \(j=1/2\) state". Find its \(xy\) weight \(w\), and show how \(w\) departs from one third when \(\Delta\neq0\).

(d) Evaluate the result for \(\zeta=0.40\) eV and \(\Delta=\pm0.10\) eV, and judge what the model leaves out.

## Hints

1. Let \(\mathbf L=-i\,\mathbf r\times\nabla\) act on the products \(yz\), \(xz\), \(xy\). The radial factor of the orbital is untouched. Compare the commutators of the projected \(\mathbf L\) with those of an ordinary angular momentum.
2. Start from \(xy\) with spin up and see which states \(H\) connects it to. The six-state problem falls into two sets of three, related by time reversal.
3. The weight can be read from the way the energy changes with \(\Delta\); no eigenvector is needed.
4. For small fields use the ratio \(\delta=\Delta/\zeta\).

## Solution

### (a) The cubic levels

The components are \(L_x=-i(y\partial_z-z\partial_y)\), \(L_y=-i(z\partial_x-x\partial_z)\) and \(L_z=-i(x\partial_y-y\partial_x)\). For example, \(L_x\,xy=-i(0-zx)=i\,xz\). Within \(t_{2g}\) the full list is

\[
\begin{aligned}
L_x\,xz&=-i\,xy, & L_x\,xy&=i\,xz, & L_x\,yz&=0,\\
L_y\,xy&=-i\,yz, & L_y\,yz&=i\,xy, & L_y\,xz&=0,\\
L_z\,yz&=-i\,xz, & L_z\,xz&=i\,yz, & L_z\,xy&=0 .
\end{aligned}
\]

The zeros stand for dropped \(e_g\) functions, such as \(L_z\,xy=-i(x^2-y^2)\).

Now take the commutator of the projected operators. On \(xz\),

\[
(L_xL_y-L_yL_x)\,xz=0-L_y(-i\,xy)=i(-i\,yz)=yz=-iL_z\,xz .
\]

On \(yz\) it gives \(L_x(i\,xy)=-xz=-iL_z\,yz\), and on \(xy\) both sides vanish. So \([L_x,L_y]=-iL_z\), and the other two relations follow by cyclic exchange of \(x,y,z\). The sign is opposite to the usual one, so \(\mathbf l=-\mathbf L\) is a proper angular momentum. Each \(L_\alpha^2\) gives 1 on two of the orbitals and 0 on the third, hence \(\mathbf l^2=2\) and \(l=1\).

With \(\mathbf j=\mathbf l+\mathbf S\), the spin-orbit term is

\[
\zeta\,\mathbf L\cdot\mathbf S=-\zeta\,\mathbf l\cdot\mathbf S
=-\frac{\zeta}{2}\left[j(j+1)-2-\frac34\right].
\]

This gives \(+\zeta\) for the \(j=1/2\) doublet and \(-\zeta/2\) for the \(j=3/2\) quartet. The minus sign in \(\mathbf l=-\mathbf L\) is what puts \(j=1/2\) on top.

### (b) The three doublets

Write

\[
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),\qquad L_\pm=L_x\pm iL_y .
\]

Acting on \(xy\uparrow\), the first term vanishes because \(L_z\,xy=0\), and the last because \(S_+\uparrow=0\). What remains contains \(L_+\,xy=i\,xz+i(-i\,yz)=yz+i\,xz\). Define the normalized states

\[
a=\frac{(yz+i\,xz)\downarrow}{\sqrt2},\qquad b=\frac{(yz-i\,xz)\downarrow}{\sqrt2}.
\]

Then \(\mathbf L\cdot\mathbf S\;xy\uparrow=\tfrac12\sqrt2\,a=a/\sqrt2\).

For \(a\) and \(b\) we need

\[
L_z(yz\pm i\,xz)=-i\,xz\mp yz=\mp(yz\pm i\,xz),
\]

and, from \(L_-\,yz=-i(i\,xy)=xy\) and \(L_-\,xz=-i\,xy\),

\[
L_-(yz\pm i\,xz)=xy\pm xy .
\]

With \(S_z=-\tfrac12\), the results are

\[
\mathbf L\cdot\mathbf S\,a=\tfrac12a+\tfrac1{\sqrt2}\,xy\uparrow,\qquad
\mathbf L\cdot\mathbf S\,b=-\tfrac12b .
\]

State \(b\) decouples. The reason is a conserved quantity: \(P_{xy}=1-l_z^2\) commutes with \(j_z\), and \(xy\uparrow\) and \(a\) both have \(j_z=1/2\), while \(b\) has \(j_z=-3/2\). The remaining matrix, in the order \(xy\uparrow\), \(a\), is

\[
\begin{pmatrix}\Delta&\zeta/\sqrt2\\ \zeta/\sqrt2&\zeta/2\end{pmatrix}.
\]

Its characteristic polynomial is

\[
p(E)=E^2-\left(\Delta+\frac\zeta2\right)E+\frac{\Delta\zeta}{2}-\frac{\zeta^2}{2}.
\]

The discriminant is \((\Delta+\zeta/2)^2-2\Delta\zeta+2\zeta^2=(\Delta-\zeta/2)^2+2\zeta^2\). The levels are therefore

\[
E_0=-\frac\zeta2,\qquad
E_\pm=\frac12\left[\Delta+\frac\zeta2\pm S\right],\qquad
S=\sqrt{\left(\Delta-\frac\zeta2\right)^2+2\zeta^2}.
\]

Time reversal commutes with \(H\) and turns this set into one built from \(xy\downarrow\), \(yz\uparrow\) and \(xz\uparrow\). These functions are orthogonal to the first three, so each level occurs twice.

For the order, \(S>|\Delta-\zeta/2|\) implies that \(E_+\) exceeds both \(\Delta\) and \(\zeta/2\), and so lies above \(E_0\). Next insert \(E_0\) in the polynomial:

\[
p(E_0)=\frac{\zeta^2}{4}+\frac{\Delta\zeta}{2}+\frac{\zeta^2}{4}+\frac{\Delta\zeta}{2}-\frac{\zeta^2}{2}=\Delta\zeta .
\]

Since \(p(E_0)=(E_0-E_+)(E_0-E_-)\) and the first factor is negative, \(E_-\) lies above \(E_0\) for \(\Delta>0\) and below it for \(\Delta<0\). At \(\Delta=0\) they merge into the quartet, and \(E_+=\zeta\) is the \(j=1/2\) doublet.

### (c) The xy weight

For a normalized eigenstate, the change of the state contributes nothing to the first-order change of its energy. Hence \(dE_+/d\Delta=\langle P_{xy}\rangle=w\). Differentiating \(E_+\),

\[
w=\frac12\left[1+\frac{\Delta-\zeta/2}{S}\right]
=\frac12\left[1+\frac{\delta-\frac12}{\sqrt{\delta^2-\delta+\frac94}}\right].
\]

The second row of the eigenvalue equation gives the ratio of the amplitudes of \(a\) and \(xy\uparrow\) as \((\zeta/\sqrt2)/(E_+-\zeta/2)\), which is positive. The upper state and its time-reversed partner are then

\[
\begin{aligned}
\psi&=\sqrt w\;xy\uparrow+\sqrt{\tfrac{1-w}{2}}\,(yz+i\,xz)\downarrow,\\
\psi'&=\sqrt w\;xy\downarrow-\sqrt{\tfrac{1-w}{2}}\,(yz-i\,xz)\uparrow .
\end{aligned}
\]

They share no orbital-spin function, so any normalized mixture of the two has the same \(xy\) weight \(w\). The \(E_-\) doublet has weight \(1-w\), and the \(E_0\) doublet has none.

At \(\delta=0\) the root is \(3/2\), and \(w=\tfrac12(1-\tfrac13)=\tfrac13\). To expand about this point set \(u=\delta-\tfrac12\) and \(R=\sqrt{u^2+2}\), so that \(w=\tfrac12(1+u/R)\). Then

\[
\frac{dw}{d\delta}=\frac12\left(\frac1R-\frac{u^2}{R^3}\right)=\frac{1}{R^3},\qquad
\frac{d^2w}{d\delta^2}=-\frac{3u}{R^5}.
\]

At \(u=-\tfrac12\), \(R=\tfrac32\), these are \(8/27\) and \(16/81\). Therefore

\[
w-\frac13=\frac{8}{27}\frac{\Delta}{\zeta}+\frac{8}{81}\left(\frac{\Delta}{\zeta}\right)^2+O\!\left(\frac{\Delta^3}{\zeta^3}\right).
\]

The departure is of first order. Since \(dw/d\delta=1/R^3\) is positive everywhere, \(w\) equals one third at \(\Delta=0\) and nowhere else.

Perturbation theory shows where \(8/27\) comes from. At \(\Delta=0\) the two states with \(j_z=1/2\) are

\[
\sqrt{\tfrac13}\,xy\uparrow+\sqrt{\tfrac23}\,a\quad(j=\tfrac12),\qquad
\sqrt{\tfrac23}\,xy\uparrow-\sqrt{\tfrac13}\,a\quad(j=\tfrac32).
\]

The matrix element of \(P_{xy}\) between them is \(\sqrt2/3\), and their gap is \(3\zeta/2\). The field admixes the second state to the first with amplitude \(\eta=\Delta(\sqrt2/3)/(3\zeta/2)\). The weight changes by \(2\sqrt{1/3}\sqrt{2/3}\,\eta=(2\sqrt2/3)\,\eta=8\Delta/(27\zeta)\). For \(\Delta\neq0\) the state is thus a mixture of \(j=1/2\) and \(j=3/2\); \(j_z\) survives in this model, \(j\) does not.

**Limits.** For large \(|u|\), \(u/R\approx\pm(1-1/u^2)\), with the sign of \(u\). So \(w\to1-1/(2\delta^2)\) for \(\Delta\gg\zeta\): the top doublet becomes plain \(xy\) with a nearly free spin. For \(\Delta\ll-\zeta\), \(w\to1/(2\delta^2)\), and the top doublet becomes \(a\) and its partner, with energy near \(\zeta/2\) and an unquenched orbital moment along \(z\). Between these limits, \(\Delta=\zeta/2\) makes the two diagonal entries of the matrix equal, and \(w=1/2\).

### (d) Numbers and the real case

For \(\Delta=+0.10\) eV, \(\Delta-\zeta/2=-0.10\) eV and

\[
S=\sqrt{0.01+0.32}=0.5745\ \text{eV},\qquad
w=\frac12\left(1-\frac{0.10}{0.5745}\right)=0.413 .
\]

The levels are \(E_\pm=\tfrac12(0.30\pm0.5745)\), that is 0.437 and −0.137 eV, with \(E_0=-0.200\) eV.

For \(\Delta=-0.10\) eV, \(\Delta-\zeta/2=-0.30\) eV and

\[
S=\sqrt{0.09+0.32}=0.6403\ \text{eV},\qquad
w=\frac12\left(1-\frac{0.30}{0.6403}\right)=0.266 .
\]

Now \(E_\pm=\tfrac12(0.10\pm0.6403)\), that is 0.370 and −0.270 eV, and \(E_0\) lies between them.

The departures from one third are +0.080 and −0.068, or 24 % and 20 % of one third. The first-order formula gives 0.407 and 0.259; with the second-order term it gives 0.414 and 0.265. The positive second-order term is what makes the two departures unequal in size.

These parameters are rough values in the regime of Ir\(^{4+}\) in a layered iridate such as Sr\(_2\)IrO\(_4\). The ion has five d electrons in \(t_{2g}\). Four fill the two lower doublets, and the fifth half-fills the top one, so the single hole sits in the effective \(j=1/2\) state. Both signs of \(\Delta\) are kept because the model does not fix the sign. One serious assumption is that of an isolated site: in a crystal the hole can hop, and Variation 2 shows that this can move \(w\) by several tenths. Coulomb repulsion, covalency with oxygen and the rotation of the octahedra are also left out, and apart from the remark on \(e_g\) mixing below their effect is not estimated here.

Two other omissions are small for these numbers.

*Temperature.* At 300 K, \(k_BT=0.026\) eV, while the smallest gap below \(E_+\) is 0.57 eV. The share of the hole in the other doublets is about \(3\times10^{-10}\) or less.

*Mixing with \(e_g\).* In a cubic field the \(j=1/2\) state does not mix with \(e_g\) at all. To see this, apply \(\mathbf L\cdot\mathbf S\) to \(xy\uparrow+(yz+i\,xz)\downarrow\) and keep the \(e_g\) functions. The term \(L_zS_z\) on \(xy\uparrow\) gives \(-\tfrac i2(x^2-y^2)\uparrow\). The term \(\tfrac12L_-S_+\) on the rest gives

\[
\tfrac12\left[-i(y^2-z^2)-i(z^2-x^2)\right]\uparrow=+\tfrac i2(x^2-y^2)\uparrow ,
\]

and the two cancel. The \(j=3/2\) level does mix. With \(e_g\) placed 3.0 eV above \(t_{2g}\), it is pushed down by 0.073 eV. The gap \(3\zeta/2=0.60\) eV grows to 0.673 eV, which by itself reduces the first-order departure by about a tenth; with the change of the states included, the reduction is 13 %. Diagonalizing the full d shell, with \(e_g\) splittings between −0.5 and +0.5 eV, gives \(w\) from 0.4005 to 0.4025 for \(\Delta=+0.10\) eV and from 0.273 to 0.275 for \(\Delta=-0.10\) eV. Both results move towards one third, by about 0.01. This is a one-electron estimate for the top level only. In the five-electron ion the filled \(j=3/2\) levels mix with \(e_g\) too, and on-site Coulomb repulsion strengthens the mixing. With a Hund exchange \((F^2+F^4)/14\) of 0.3 to 0.5 eV, about 0.12 to 0.15 electron sits in \(e_g\). The weight inferred from the difference of the \(xy\) and \(xz\) hole counts is then about 0.39 and 0.28, a shift of about 0.02 that removes 20 to 30 % of the departure. The \(xy\) hole count itself is about 0.37 to 0.38 already at \(\Delta=0\).

## Variation 1: how small must the field be?

*For which \(\Delta\) does \(w\) stay within 0.05 of one third?*

Invert the formula for \(w\). With \(c=2w-1=u/\sqrt{u^2+2}\), squaring gives \(u^2(1-c^2)=2c^2\). Since \(u\) and \(c\) have the same sign and \(1-c^2=4w(1-w)\),

\[
\frac{\Delta}{\zeta}=\frac12+\frac{2w-1}{\sqrt{2w(1-w)}} .
\]

As a first check, \(w=1/3\) gives \(\tfrac12-\tfrac13/\tfrac23=0\). The limits \(w=\tfrac13\mp0.05\) give

\[
-0.180<\frac{\Delta}{\zeta}<0.161 .
\]

For \(\zeta=0.40\) eV this is \(-0.072\) eV \(<\Delta<0.064\) eV. Both fields of part (d) lie outside the window. The upper limit is the closer one because \(w\) rises more steeply for positive \(\Delta\) near the cubic point. The inversion can also serve to extract \(\Delta/\zeta\) from a known \(w\), provided that the single-site model applies.

## Variation 2: the same state in a band

*Put one such site on each point of a square lattice and let the electron hop to nearest neighbours. What is the \(xy\) weight of the upper band at \(\Gamma=(0,0)\) and \(M=(\pi,\pi)\)?*

Take \(xy\) to hop along both axes, \(xz\) along \(x\) and \(yz\) along \(y\), all with the same amplitude \(t\). With the lattice constant as unit of length, the hopping energies are

\[
\varepsilon_{xz}=-2t\cos k_x,\quad
\varepsilon_{yz}=-2t\cos k_y,\quad
\varepsilon_{xy}=-2t(\cos k_x+\cos k_y).
\]

At \(\Gamma\), \(xz\) and \(yz\) both lie at \(-2t\) and \(xy\) at \(-4t\) (plus \(\Delta\)). Apart from a common shift, this is the single-site problem with \(\Delta\) replaced by \(\Delta-2t\). At \(M\) all signs are reversed, and \(\Delta\) becomes \(\Delta+2t\). The formula for \(w\) then holds unchanged.

With \(t=0.25\) eV, again a rough value, and \(\Delta=+0.10\) eV, the ratios are \(-0.40/0.40=-1.0\) and \(0.60/0.40=1.5\). They give \(w=0.136\) at \(\Gamma\) and 0.789 at \(M\). For \(\Delta=-0.10\) eV the ratios are −1.5 and 1.0, and the weights are 0.092 and 0.667.

At a general \(\mathbf k\) the orbitals \(xz\) and \(yz\) are no longer degenerate, and the \(3\times3\) problem is solved numerically here. Averaged over the zone, the upper band has weight 0.35 for \(\Delta=+0.10\) eV and 0.24 for \(\Delta=-0.10\) eV. One hole per site, placed in the highest states of the non-interacting bands, has \(xy\) shares of 0.48 and 0.34. These exceed the band averages. All holes lie in the upper band, and they favour the region near \(M\), where the common shift and the effective field both raise \(E_+\), and where \(w\) is large: nearly half of them lie in the quarter of the zone around \(M\) and none in the quarter around \(\Gamma\).

The share of 0.34 is close to one third, but it averages over states whose \(xy\) weight runs from 0.10 to 0.67, and is no sign of a pure \(j=1/2\) band. These states are still mostly \(j=1/2\), with a \(j=1/2\) content of 0.88 on average and at least 0.71. The single-site \(w\) is close to that of a band state when the hopping difference \(2t\) is small compared with the gaps below \(E_+\). Its departure from one third carries over to the individual states at all \(\mathbf k\) only if \(2t\) is also small compared with \(|\Delta|\), since \(\Delta\) is replaced by \(\Delta\mp2t\) at \(\Gamma\) and \(M\). Here \(2t=0.50\) eV, against gaps of 0.57 to 0.64 eV and \(|\Delta|=0.10\) eV, so both conditions fail. Sr\(_2\)IrO\(_4\) is an insulator, which these non-interacting bands do not describe, so their shares should not be taken as values for the material. The numerical output below lists the remaining values.

## Computed results

```
spin-orbit energy zeta = 0.40 eV
size of tetragonal field |Delta| = 0.10 eV
cubic point: xy weight = 0.333333
slope dw/d(Delta/zeta) = 0.29630; 8/27 = 0.29630
second-order coefficient = 0.09877; 8/81 = 0.09877
squared matrix element of P_xy = 0.22222
Delta = +0.10 eV, Delta/zeta = +0.250
  S = 0.5745 eV
  E0, E-, E+ = -0.2000, -0.1372, 0.4372 eV
  xy weight w = 0.4130, departure = +0.0796
  weight of xz and of yz, each = 0.2935
  series: first order 0.4074, second 0.4136
  gaps E+ - E0, E+ - E- = 0.6372, 0.5745 eV
  hole share in other doublets at 300 K = 2.4e-10
Delta = -0.10 eV, Delta/zeta = -0.250
  S = 0.6403 eV
  E0, E-, E+ = -0.2000, -0.2702, 0.3702 eV
  xy weight w = 0.2657, departure = -0.0676
  weight of xz and of yz, each = 0.3671
  series: first order 0.2593, second 0.2654
  gaps E+ - E0, E+ - E- = 0.5702, 0.6403 eV
  hole share in other doublets at 300 K = 2.8e-10
kT at 300 K = 0.0259 eV
w within 0.05 of 1/3: Delta/zeta from -0.1800 to 0.1606
  same window: Delta from -0.0720 to 0.0643 eV
Delta/zeta = -2.0: w = 0.0648
Delta/zeta = -1.0: w = 0.1362
Delta/zeta = -0.5: w = 0.2113
Delta/zeta = +0.5: w = 0.5000
Delta/zeta = +1.0: w = 0.6667
Delta/zeta = +2.0: w = 0.8638
cubic splitting t2g to e_g = 3.0 eV
j=3/2 level with e_g mixing = -0.2733 eV, shift = -0.0733 eV
Delta +0.10, e_g split -0.5 eV: w = 0.4005, e_g weight = 0.00022
Delta +0.10, e_g split +0.0 eV: w = 0.4016, e_g weight = 0.00018
Delta +0.10, e_g split +0.5 eV: w = 0.4025, e_g weight = 0.00016
Delta -0.10, e_g split -0.5 eV: w = 0.2746, e_g weight = 0.00017
Delta -0.10, e_g split +0.0 eV: w = 0.2739, e_g weight = 0.00014
Delta -0.10, e_g split +0.5 eV: w = 0.2732, e_g weight = 0.00012
hopping t = 0.25 eV
Delta +0.10 eV: w at Gamma, M = 0.136, 0.789
  upper band: min 0.14, max 0.79, mean 0.35; one-hole share 0.48
Delta -0.10 eV: w at Gamma, M = 0.092, 0.667
  upper band: min 0.09, max 0.67, mean 0.24; one-hole share 0.34
```
